# The Ewald Stress Tensor and Its Trace in Rocksalt

## The Ewald stress tensor

Take a rocksalt crystal of point charges $\pm1$ with lattice constant 8 bohr, and compute its electrostatic stress by Ewald's method. With splitting parameter $\eta=0.35$ bohr$^{-1}$, the real-space sum contributes $0.80597$ to $\sigma_{xx}$ and the reciprocal sum $0.33177$, in units of $10^{-3}$ Ha/bohr$^3$. With $\eta=0.55$ bohr$^{-1}$ the contributions are $0.08269$ and $1.05505$. Both pairs add up to $1.13774$, and three times this number is $3.4132$, which is minus the Madelung energy divided by the volume. Neither sum has this property by itself. The derivation below shows how the parts combine, and why a third part, due to a uniform background, is needed when the charges do not add up to zero.

### Energy and conventions

A cell of volume $V$ contains point charges $q_i$ at $\mathbf r_i$, repeated by lattice vectors $\mathbf L$. Hartree atomic units are used, so two charges at distance $r$ have energy $q_iq_j/r$. Let $Q=\sum_i q_i$. If $Q\neq0$, a uniform density $-Q/V$ neutralizes the cell. The potential $\phi$ is the periodic solution of

$$\nabla^2\phi=-4\pi\Big[\sum_{j\mathbf L}q_j\,\delta(\mathbf r-\mathbf r_j-\mathbf L)-\frac QV\Big],\qquad \int_V\phi\,d^3r=0. \tag{1}$$

Periodicity excludes a macroscopic field (conducting, or "tin-foil", boundary conditions), and the second condition fixes the additive constant, so $\phi$ is unique. The energy per cell is half the sum of charge times potential, without the interaction of a point charge with itself. The background contributes $-(Q/2V)\int_V\phi\,d^3r=0$, which leaves

$$E=\frac12\sum_i q_i\lim_{\mathbf r\to\mathbf r_i}\Big[\phi(\mathbf r)-\frac{q_i}{|\mathbf r-\mathbf r_i|}\Big]. \tag{2}$$

To compute $\phi$, write $1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$. The second piece is the potential of a Gaussian charge, because

$$\nabla^2\frac{\mathrm{erf}(\eta r)}r=\frac1r\frac{d^2}{dr^2}\mathrm{erf}(\eta r)=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi g(r),\qquad g(r)=\frac{\eta^3}{\pi^{3/2}}e^{-\eta^2r^2}. \tag{3}$$

The Fourier transform of $g$ is $e^{-G^2/4\eta^2}$. With the structure factor $S(\mathbf G)=\sum_iq_ie^{i\mathbf G\cdot\mathbf r_i}$, the lattice of Gaussians has Fourier coefficients $S^*(\mathbf G)e^{-G^2/4\eta^2}/V$. Poisson's equation divides them by $G^2$ and multiplies them by $4\pi$. The background cancels the coefficient at $\mathbf G=0$. Hence

$$\phi(\mathbf r)=\sum_{j\mathbf L}q_j\frac{\mathrm{erfc}(\eta|\mathbf r-\mathbf r_j-\mathbf L|)}{|\mathbf r-\mathbf r_j-\mathbf L|}+\frac{4\pi}V\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}S^*(\mathbf G)e^{i\mathbf G\cdot\mathbf r}-\frac{\pi Q}{V\eta^2}. \tag{4}$$

The constant enforces the zero mean. The reciprocal sum has no mean, while the short-range sum has the mean

$$\frac QV\int_0^\infty4\pi r\,\mathrm{erfc}(\eta r)\,dr=\frac{4\pi Q}{V\eta^2}\int_0^\infty x\,\mathrm{erfc}(x)\,dx=\frac{\pi Q}{V\eta^2},$$

since integration by parts gives $\int_0^\infty x\,\mathrm{erfc}(x)\,dx=\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx=\tfrac14$.

Now insert (4) into (2). Removing $q_i/r$ from the short-range term of charge $i$ itself leaves $-q_i\,\mathrm{erf}(\eta r)/r$, which tends to $-2\eta q_i/\sqrt\pi$ as $r\to0$. Therefore $E=E_{\rm real}+E_{\rm rec}+E_{\rm self}+E_{\rm bg}$, with

$$E_{\rm real}=\frac12{\sum_{ij\mathbf L}}'q_iq_j\frac{\mathrm{erfc}(\eta r)}r,\qquad E_{\rm rec}=\frac{2\pi}V\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}|S(\mathbf G)|^2, \tag{5}$$

$$E_{\rm self}=-\frac\eta{\sqrt\pi}\sum_iq_i^2,\qquad E_{\rm bg}=-\frac{\pi Q^2}{2V\eta^2}. \tag{6}$$

In pair sums $\mathbf r=\mathbf r_i-\mathbf r_j+\mathbf L$, and the prime omits $i=j$, $\mathbf L=0$. Since (1) and (2) do not contain $\eta$, the total energy does not depend on it, although each part does.

### Homogeneous strain

A strain moves every point from $\mathbf r$ to $(1+\varepsilon)\mathbf r$. Lattice vectors and charge positions transform together, so fractional coordinates stay fixed. The charges $q_i$ are also fixed, and the background keeps its total charge $-Q$ while its density changes. The stress is defined as

$$\sigma_{ab}=\frac1V\frac{\partial E}{\partial\varepsilon_{ab}}\bigg|_{\varepsilon=0}. \tag{7}$$

With this sign a positive diagonal element is a tension: stretching the crystal raises its energy. The pressure is $P=-\tfrac13\mathrm{tr}\,\sigma$. With the opposite sign convention for stress, the trace relation found below changes sign too.

The nine $\varepsilon_{ab}$ are varied independently. To first order, $r^2$ changes by $2\sum_{ab}\varepsilon_{ab}r_ar_b$, and $V$ is multiplied by $\det(1+\varepsilon)=1+\mathrm{tr}\,\varepsilon$. Reciprocal vectors transform so that $\mathbf G\cdot\mathbf L$ is unchanged, hence $\mathbf G\to(1+\varepsilon)^{-T}\mathbf G\approx(1-\varepsilon^T)\mathbf G$. This gives

$$\frac{\partial r}{\partial\varepsilon_{ab}}=\frac{r_ar_b}r,\qquad\frac{\partial V}{\partial\varepsilon_{ab}}=V\delta_{ab},\qquad\frac{\partial G^2}{\partial\varepsilon_{ab}}=-2G_aG_b. \tag{8}$$

The phases $\mathbf G\cdot\mathbf r_i$ are unchanged, and so is $S(\mathbf G)$.

One may choose to let $\eta$ vary with the strain. The chain rule would then add $(\partial E/\partial\eta)(\partial\eta/\partial\varepsilon_{ab})$, which vanishes because $\partial E/\partial\eta=0$ for the complete energy. We therefore hold $\eta$ fixed. This choice affects how the stress is divided into parts, but not the sum.

### The three contributions

**Real space.** The radial derivative of the short-range interaction is

$$\frac d{dr}\frac{\mathrm{erfc}(\eta r)}r=-\frac{\mathrm{erfc}(\eta r)}{r^2}-\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}r. \tag{9}$$

Multiplying by $r_ar_b/r$ from (8), and by the prefactor $1/(2V)$, gives

$$\sigma^{\rm real}_{ab}=-\frac1{2V}{\sum_{ij\mathbf L}}'q_iq_j\left[\frac{\mathrm{erfc}(\eta r)}r+\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\right]\frac{r_ar_b}{r^2}. \tag{10}$$

**Reciprocal space.** In $E_{\rm rec}$ the prefactor $1/V$ contributes $-\delta_{ab}$ times the summand. The remaining dependence is on $G^2$:

$$\frac{\partial}{\partial\varepsilon_{ab}}\ln\frac{e^{-G^2/4\eta^2}}{G^2}=\left(-\frac1{4\eta^2}-\frac1{G^2}\right)(-2G_aG_b)=\frac{2G_aG_b}{G^2}\left(1+\frac{G^2}{4\eta^2}\right).$$

Consequently

$$\sigma^{\rm rec}_{ab}=\frac{2\pi}{V^2}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}|S(\mathbf G)|^2\left[\frac{2G_aG_b}{G^2}\left(1+\frac{G^2}{4\eta^2}\right)-\delta_{ab}\right]. \tag{11}$$

**Background.** $E_{\rm bg}$ is proportional to $1/V$, so its strain derivative is $-E_{\rm bg}\delta_{ab}$, and

$$\sigma^{\rm bg}_{ab}=+\frac{\pi Q^2}{2V^2\eta^2}\delta_{ab}. \tag{12}$$

The self-energy contains neither $V$ nor any distance and gives no stress at fixed $\eta$. The complete result is

$$\sigma_{ab}=\sigma^{\rm real}_{ab}+\sigma^{\rm rec}_{ab}+\sigma^{\rm bg}_{ab}. \tag{13}$$

Each term is symmetric in $a$ and $b$, as it must be, because a rotation costs no energy.

For a neutral cell the limits of $\eta$ show what the split does. As $\eta\to0$, each term of (11) vanishes exponentially and the stress moves into the real-space sum, which then converges slowly. As $\eta\to\infty$, (10) vanishes and the whole stress moves into (11). The reciprocal energy meanwhile grows without bound, compensated by $E_{\rm self}$, which has no counterpart in the stress. At fixed $\eta$ the trace relation therefore cannot hold part by part. It does so if $\eta$ is scaled as an inverse length under isotropic strain, but then $E_{\rm self}$ also contributes to the stress.

### The trace

Set $a=b$ in (10) and sum. Since $\sum_ar_a^2/r^2=1$,

$$V\,\mathrm{tr}\,\sigma^{\rm real}=-E_{\rm real}-\frac\eta{\sqrt\pi}{\sum_{ij\mathbf L}}'q_iq_je^{-\eta^2r^2}. \tag{14}$$

In (11) the bracket sums to $2+G^2/(2\eta^2)-3=-1+G^2/(2\eta^2)$. The $G^2$ cancels the denominator in the second piece:

$$V\,\mathrm{tr}\,\sigma^{\rm rec}=-E_{\rm rec}+\frac\pi{V\eta^2}\sum_{\mathbf G\neq0}e^{-G^2/4\eta^2}|S(\mathbf G)|^2. \tag{15}$$

From (12), $V\,\mathrm{tr}\,\sigma^{\rm bg}=3\pi Q^2/(2V\eta^2)$. As $-E_{\rm bg}=\pi Q^2/(2V\eta^2)$, this is

$$V\,\mathrm{tr}\,\sigma^{\rm bg}=-E_{\rm bg}+\frac{\pi Q^2}{V\eta^2}. \tag{16}$$

The last term of (16) is the missing $\mathbf G=0$ term of the sum in (15), because $S(0)=Q$. Adding (14)–(16) gives

$$V\,\mathrm{tr}\,\sigma=-E_{\rm real}-E_{\rm rec}-E_{\rm bg}-\frac\eta{\sqrt\pi}{\sum_{ij\mathbf L}}'q_iq_je^{-\eta^2r^2}+\frac\pi{V\eta^2}\sum_{\mathbf G}e^{-G^2/4\eta^2}|S(\mathbf G)|^2. \tag{17}$$

The two Gaussian sums are related by Poisson summation. The periodic function $\sum_{\mathbf L}e^{-\eta^2|\mathbf r+\mathbf L|^2}$ has Fourier coefficients $V^{-1}(\pi/\eta^2)^{3/2}e^{-G^2/4\eta^2}$. Evaluate its Fourier series at $\mathbf r_i-\mathbf r_j$, multiply by $q_iq_j$ and sum over $i$ and $j$:

$$\sum_{ij\mathbf L}q_iq_je^{-\eta^2r^2}=\frac1V\left(\frac\pi{\eta^2}\right)^{3/2}\sum_{\mathbf G}e^{-G^2/4\eta^2}|S(\mathbf G)|^2. \tag{18}$$

The left side has no prime: it equals the primed sum plus $\sum_iq_i^2$. Multiply (18) by $\eta/\sqrt\pi$. The factor on the right becomes $(\eta/\sqrt\pi)(\pi^{3/2}/\eta^3)/V=\pi/(V\eta^2)$, so the last term of (17) equals

$$\frac\eta{\sqrt\pi}{\sum_{ij\mathbf L}}'q_iq_je^{-\eta^2r^2}+\frac\eta{\sqrt\pi}\sum_iq_i^2.$$

The primed sums cancel in (17), and what remains is $-E_{\rm self}$. Hence

$$\boxed{\;\mathrm{tr}\,\sigma=-\frac EV\;} \tag{19}$$

The result expresses the scaling of Coulomb's law. Multiply all lengths by $\lambda$ and choose $\eta\to\eta/\lambda$, which is allowed because $E$ does not depend on $\eta$. Each term in (5) and (6) is then multiplied by $1/\lambda$, so $E(\lambda)=E/\lambda$. For $\varepsilon=(\lambda-1)\mathbb 1$, the derivative at $\lambda=1$ is $V\,\mathrm{tr}\,\sigma=-E$.

Equation (19) thus holds for any lattice of fixed point charges under the stated boundary conditions, with or without a net charge. It does not determine the individual components. If the charges themselves depend on strain, (7) acquires terms in $\partial E/\partial q_i$, and $V\,\mathrm{tr}\,\sigma$ gains $\sum_i(\partial E/\partial q_i)\sum_a\partial q_i/\partial\varepsilon_{aa}$, so (19) fails in general when the charges change under isotropic strain. It also does not apply to the total stress when forces other than Coulomb forces act.

### Rocksalt

Rocksalt has charges $+q$ and $-q$ at nearest-neighbour distance $d=a/2$. The primitive cell contains one ion pair and has volume $V=a^3/4=2d^3$. As $Q=0$, the background term vanishes. By scaling, the energy per pair has the form $E=-Mq^2/d$, where $M$ is the Madelung constant.

Reflection $x\to-x$ through an ion maps the crystal onto itself and reverses the sign of $\sigma_{xy}$, so $\sigma_{xy}=0$; the other off-diagonal elements vanish likewise. Rotation by $120^\circ$ about a body diagonal permutes the axes and makes the diagonal elements equal. Equation (19) then fixes the whole tensor:

$$\sigma_{ab}=-\frac E{3V}\delta_{ab}=\frac{Mq^2}{3Vd}\delta_{ab}=\frac{Mq^2}{6d^4}\delta_{ab}. \tag{20}$$

The stress is tensile: the electrostatic attraction tries to contract the crystal. In a model of fixed point charges with added non-Coulomb forces, such as a short-range repulsion, zero pressure requires the stress of those forces to balance it, so the trace of that other stress must be $+E/V$.

Strain could in principle also shift the two sublattices relative to each other. Inversion through any ion is a symmetry of rocksalt and survives every homogeneous strain, so the force on each ion stays zero and strain does not drive such a shift to first order. This position is not stable under Coulomb forces alone. At a site of the negative sublattice, the positive sublattice with its compensating background has $\nabla^2\phi=4\pi q/V$ by (1), so the energy as a function of the relative shift has Laplacian $-4\pi q^2/V$. In the cubic crystal this is a curvature of $-4\pi q^2/(3V)$ along each axis, $-0.0327$ Ha/bohr$^2$ for the model below. Short-range forces are needed to hold the ions in place.

### Numbers for the model crystal

For $q=1$ and $a=8$ bohr, $d=4$ bohr and $V=128$ bohr$^3$. The energy parts, in the order real, reciprocal, self, are

$$\eta=0.35:\quad-0.06140+0.01944-0.39493=-0.43689\ \text{Ha},$$
$$\eta=0.55:\quad-0.00277+0.18649-0.62061=-0.43689\ \text{Ha}.$$

Thus $M=0.436891\times4=1.74756$, and the energy is $-11.888$ eV per pair. Equation (20) gives

$$\sigma_{xx}=\frac{0.436891}{3\times128}=1.1377\times10^{-3}\ \text{Ha/bohr}^3=33.47\ \text{GPa},$$

in agreement with the sums of (10) and (11) quoted at the start. The pressure is $-33.47$ GPa.

The cancellation behind (19) can be followed in the quantity $V\,\mathrm{tr}\,\sigma+E$, taken part by part. At $\eta=0.35$ the real, reciprocal and self parts leave

$$0.248095+0.146838-0.394933=0\ \text{Ha},$$

and at $\eta=0.55$ they leave $0.028980+0.591629-0.620609=0$ Ha.

An independent value comes from a direct sum of $1/r$. Divide the crystal into cubes of side $d$ with charges $\pm q/8$ at the corners; the eight cubes meeting at a site supply its full charge. In each cube the sign of a corner charge is a product of one sign for each axis, so the total charge, the dipole moment and all second moments vanish, also after a homogeneous strain. The potential of a cube therefore falls off at least as fast as $r^{-4}$, and the sum over cubes converges absolutely. A shift by one nearest-neighbour vector reverses every charge and hence the potential, so its mean is zero, as (1) requires. This sum also gives $M=1.747565$, and its numerical strain derivative gives the same $\sigma_{xx}$. The numerical check tests this agreement for all nine components.

A less symmetric case tests more than the trace. Deform the crystal by

$$1+\varepsilon=\begin{pmatrix}1.03&0.02&0\\0.02&1.00&0\\0&0&0.98\end{pmatrix}.$$

In units of $10^{-3}$ Ha/bohr$^3$, the Ewald stress is now $\sigma_{xx}=0.9898$, $\sigma_{yy}=1.1353$, $\sigma_{zz}=1.2489$ and $\sigma_{xy}=0.0906$, and the direct sum agrees to the digits shown. The diagonal elements differ, yet their sum is $3.3740$, equal to $-E/V=0.435768/129.153$ in the same units. The positive $\sigma_{xy}$ means that further shear in the same sense raises the electrostatic energy.

### When the background matters

Place charges $+2$ and $+6$ on the same sites. Now $Q=8$, and a uniform negative background is present. Bare ionic cores in an electronic-structure calculation pose the same problem, with the mean electron density as the background.

The energy can be found without an Ewald sum by writing the charges as $4\mp2$. The uniform part puts charge 4 on every site of a simple cubic lattice of spacing $d$. For unit charges, its potential follows from a direct sum over neutral cells, each a point charge at the centre of a cube of side $d$ filled with density $-1/d^3$. Such a cell has no charge and no dipole, and by cubic symmetry no traceless quadrupole or octupole, so its potential falls off as $r^{-5}$ and the sum converges absolutely. The mean of the summed potential is not zero. Since $\nabla^2(r^2/6)=1$, Green's theorem gives $\int\phi_{\rm cell}\,d^3r=-\tfrac{2\pi}3\int\rho\,r^2\,d^3r=\tfrac{2\pi}3\cdot\tfrac{d^2}4$ for one cell, so the mean is $\pi/(6d)$. Subtracting it, as (1) requires, and extrapolating in the size of the summed block gives the potential at a unit charge as $-2.83730/d$. The staggered part is rocksalt with $q=2$. The cross term vanishes, since the staggered potential has opposite values on the two sublattices and the uniform charges weight them equally. Two sites, each with the factor $\tfrac12$ from (2), give

$$E=-\frac{4^2\times2.83730+2^2\times1.747565}{4}=-13.097\ \text{Ha},$$

which agrees with (5) and (6). The background stress (12) at $\eta=0.35$ is

$$\sigma^{\rm bg}_{xx}=\frac{\pi\times8^2}{2\times128^2\times0.35^2}=50.089\times10^{-3}\ \text{Ha/bohr}^3.$$

With the real and reciprocal parts taken together as the second number, in units of $10^{-3}$ Ha/bohr$^3$,

$$\eta=0.35:\quad50.089-15.983=34.106,$$
$$\eta=0.55:\quad20.284+13.822=34.106.$$

Without $\sigma^{\rm bg}$ the computed stress would change even its sign with an arbitrary parameter. With it, the trace is $102.318\times10^{-3}$ Ha/bohr$^3$, equal to $-E/V$. The background term by itself is not a measurable stress, since it depends on $\eta$; it is the part of the total that the sum over $\mathbf G\neq0$ leaves out.

## Numbers as computed

```
ROCKSALT, charges +1 and -1 (e), one ion pair per cell
lattice constant a: 8.0 bohr
nearest-neighbour distance d: 4.0 bohr
cell volume V: 128.0 bohr^3
Madelung constant, Ewald: 1.747565 (no unit)
Madelung constant, direct sum: 1.747565 (no unit)
eta = 0.35 1/bohr
 E real, rec, bg, self (Ha): -0.061397, 0.019438, 0.000000, -0.394933
 sigma_xx real, rec, bg (1e-3 Ha/bohr^3): 0.805969, 0.331769, 0.000000
 V*trace + E, real, rec, bg, self (Ha): 0.248095, 0.146838, 0.000000, -0.394933
 sum of these four: 0.000000 Ha
eta = 0.55 1/bohr
 E real, rec, bg, self (Ha): -0.002771, 0.186489, 0.000000, -0.620609
 sigma_xx real, rec, bg (1e-3 Ha/bohr^3): 0.082686, 1.055052, 0.000000
 V*trace + E, real, rec, bg, self (Ha): 0.028980, 0.591629, 0.000000, -0.620609
 sum of these four: 0.000000 Ha
total energy E: -0.436891 Ha
total energy E: -11.8884 eV
sigma_xx, Ewald: 1.137737 1e-3 Ha/bohr^3
sigma_xx, direct sum: 1.137737 1e-3 Ha/bohr^3
trace of sigma: 3.413212 1e-3 Ha/bohr^3
-E/V: 3.413212 1e-3 Ha/bohr^3
sigma_xx: 33.473 GPa
pressure -trace/3: -33.473 GPa
STRAINED ROCKSALT, same charges
deformation matrix rows (no unit): 1.03 0.02 0.00; 0.02 1.00 0.00; 0.00 0.00 0.98
volume: 129.1530 bohr^3
energy: -0.435768 Ha
sigma_xx Ewald, direct sum (1e-3 Ha/bohr^3): 0.989817, 0.989817
sigma_yy Ewald, direct sum (1e-3 Ha/bohr^3): 1.135335, 1.135335
sigma_zz Ewald, direct sum (1e-3 Ha/bohr^3): 1.248889, 1.248889
sigma_xy Ewald, direct sum (1e-3 Ha/bohr^3): 0.090585, 0.090585
trace of sigma: 3.374040 1e-3 Ha/bohr^3
-E/V: 3.374040 1e-3 Ha/bohr^3
CHARGED ROCKSALT, charges +2 and +6 (e), with background
uniform-lattice constant, direct sum: -2.83730 (no unit)
energy, Ewald: -13.09675 Ha
energy, direct sums: -13.09675 Ha
sigma_xx: 34.1061 1e-3 Ha/bohr^3
eta = 0.35 1/bohr: sigma_xx background, rest (1e-3 Ha/bohr^3): 50.0892, -15.9830
eta = 0.55 1/bohr: sigma_xx background, rest (1e-3 Ha/bohr^3): 20.2840, 13.8221
trace of sigma: 102.3184 1e-3 Ha/bohr^3
-E/V: 102.3184 1e-3 Ha/bohr^3
```
